# Dipole matrix elements of spherical harmonics and m-independent hydrogen decay

In a model of hydrogen without electron spin, an atom prepared in a $4p$ state with $m=0$ sends almost no light along the $z$ axis. Prepared with $m=1$, it radiates more strongly along that axis than across it. The two charge clouds differ in shape, and so do the directions and polarizations of their light. Do the two states nevertheless live equally long?

They do, for an atom in free space. The first proof below finds every angular matrix element and adds the squares. The second obtains the same sum from a property of harmonic polynomials, without finding any element.

## From the decay rate to an angular sum

Hartree atomic units are used, with $c=1/\alpha$, where $\alpha$ is the fine-structure constant. The electron has no spin and moves nonrelativistically around a fixed nucleus. There is no external field, so all $m$ states of a level $nl$ have the same energy. The light has a wavelength much larger than the atom, so the electric-dipole coupling suffices.

Consider emission from $|i\rangle=|nlm\rangle$ to $|f\rangle=|n'l'm'\rangle$ with photon energy $\omega=E_n-E_{n'}>0$. In a quantization volume $V$, a field mode has zero-point energy $\omega/2$. The electric and magnetic parts share it equally, so $V\langle E^2\rangle/4\pi=\omega/2$ and the field amplitude per mode is $\sqrt{2\pi\omega/V}$. The matrix element for emitting one photon of polarization $\boldsymbol\epsilon$ therefore has magnitude

$$\sqrt{2\pi\omega/V}\;|\boldsymbol\epsilon\cdot\mathbf D|,\qquad \mathbf D=\langle f|\mathbf r|i\rangle .$$

The golden rule multiplies its square by $2\pi$ and by the density of modes. With $k=\omega/c$, that density is $V\omega^2d\Omega/[(2\pi)^3c^3]$ per unit energy. Hence

$$\frac{d\Gamma}{d\Omega}=2\pi\,\frac{2\pi\omega}{V}\,\frac{V\omega^2}{(2\pi)^3c^3}\sum_{\boldsymbol\epsilon}|\boldsymbol\epsilon\cdot\mathbf D|^2=\frac{\alpha^3\omega^3}{2\pi}\left(|\mathbf D|^2-|\hat{\mathbf k}\cdot\mathbf D|^2\right).$$

The last form holds because the two polarizations and $\hat{\mathbf k}$ make up an orthonormal triad. Over all directions $\hat k_i\hat k_j$ averages to $\delta_{ij}/3$, so the bracket integrates to $4\pi(1-\tfrac13)|\mathbf D|^2=\tfrac{8\pi}{3}|\mathbf D|^2$, and

$$\Gamma_{i\to f}=\tfrac43\alpha^3\omega^3|\mathbf D|^2 .$$

Write the orbital as $u_{nl}(r)Y_{lm}/r$ and the position as $\mathbf r=r\mathbf n$. Then $\mathbf D$ is the radial integral $R=\int_0^\infty u_{n'l'}\,r\,u_{nl}\,dr$ times the angular element of $\mathbf n$. Neither $R$ nor $\omega$ contains $m$ or $m'$. Different final states are orthogonal, so their rates add:

$$\Gamma_{nlm\to n'l'}=\tfrac43\alpha^3\omega^3R^2\,S,\qquad S=\sum_{m'}\sum_{i=x,y,z}|\langle l'm'|n_i|lm\rangle|^2. \tag{1}$$

The question is now whether $S$ depends on $m$. It is convenient to use

$$n_z=\cos\theta,\qquad n_\pm=n_x\pm in_y=\sin\theta\,e^{\pm i\phi}.$$

For any vector, $|D_x+iD_y|^2+|D_x-iD_y|^2=2(|D_x|^2+|D_y|^2)$. The sum over $i$ is therefore the square for $n_z$ plus half the squares for $n_+$ and $n_-$.

## Which harmonics are reached

Both proofs need to know which $l'$ occur. Let $P=r^lY_{lm}$. For $m=l$ it is proportional to $(x+iy)^l$, whose Laplacian is $l(l-1)(1+i^2)(x+iy)^{l-2}=0$. Lowering $m$ with $L_-$ keeps the polynomial homogeneous of degree $l$. It also keeps it harmonic, because $L_-$ commutes with $\nabla^2$. So every $P$ is a harmonic polynomial of degree $l$.

Conversely, $r^2\nabla^2=\partial_r r^2\partial_r-L^2$ gives $L^2P=l(l+1)P$ for any such polynomial, so on the unit sphere it is a combination of the $Y_{lm}$ with that $l$.

Multiplication by a coordinate spoils harmonicity in a simple way: $\nabla^2(x_iP)=2\partial_iP$. The derivative $Q=\partial_iP$ is harmonic, of degree $l-1$, and

$$\nabla^2(r^2Q)=6Q+4\,\mathbf r\cdot\nabla Q=[6+4(l-1)]Q=(4l+2)Q .$$

Subtracting the right multiple of $r^2Q$ therefore restores harmonicity:

$$x_iP=\underbrace{\left[x_iP-\frac{r^2\partial_iP}{2l+1}\right]}_{\text{harmonic, degree }l+1}+\;r^2\underbrace{\frac{\partial_iP}{2l+1}}_{\text{degree }l-1}. \tag{2}$$

The bracket is harmonic, and so is the factor that multiplies $r^2$ in the last term. At $r=1$ the left side is $n_iY_{lm}$, so only $l'=l+1$ and $l'=l-1$ occur. The $\phi$ integral adds $m'=m$ for $n_z$ and $m'=m\pm1$ for $n_\pm$.

## First derivation: all the matrix elements

The phases are fixed by two conventions. The ladder operators act with positive coefficients,

$$L_\pm Y_{lm}=\sqrt{(l\mp m)(l\pm m+1)}\;Y_{l,m\pm1},$$

where the number under the root is $l(l+1)-m(m\pm1)$, the squared norm of $L_\pm Y_{lm}$. The top state is $Y_{ll}=c_l\,n_+^l$, with $c_l$ real and of sign $(-1)^l$. This is the Condon-Shortley phase.

In angles, $L_\pm=e^{\pm i\phi}(\pm\partial_\theta+i\cot\theta\,\partial_\phi)$. These are first-order derivatives, so the commutator with a function is the derivative of that function:

$$[L_+,n_+]=e^{2i\phi}(\cos\theta-\cos\theta)=0,$$
$$[L_-,n_+]=-\cos\theta-\cos\theta=-2n_z,\qquad [L_-,n_z]=e^{-i\phi}\sin\theta=n_- .$$

**The elements of $n_+$.** Let $d_m=\langle l,m+1|n_+|l-1,m\rangle$. Take the first commutator between $\langle l,m+2|$ and $|l-1,m\rangle$, with $m\le l-2$:

$$\sqrt{(l-m-1)(l+m+2)}\;d_m=\sqrt{(l-1-m)(l+m)}\;d_{m+1}.$$

The common factor is nonzero and cancels, leaving $d_{m+1}/d_m=\sqrt{(l+m+2)/(l+m)}$. This is solved by

$$d_m=K\sqrt{(l+m)(l+m+1)} .$$

The constant $K$ follows from the top state. There $n_+Y_{l-1,l-1}=c_{l-1}n_+^l=(c_{l-1}/c_l)Y_{ll}$, so $d_{l-1}=c_{l-1}/c_l$. Normalization requires $2\pi c_l^2I_l=1$ with $I_l=\int_{-1}^1(1-x^2)^l\,dx$. Splitting off one factor and integrating by parts gives

$$I_l=I_{l-1}-\int_{-1}^1x\cdot x(1-x^2)^{l-1}dx=I_{l-1}-\frac{I_l}{2l},$$

so $I_l/I_{l-1}=2l/(2l+1)=(c_{l-1}/c_l)^2$. The signs of $c_l$ alternate, hence

$$K\sqrt{(2l-1)\,2l}=-\sqrt{\frac{2l}{2l+1}},\qquad K=-\frac1{\sqrt{(2l-1)(2l+1)}} .$$

**The elements of $n_z$.** Let $a_m=\langle l,m|n_z|l-1,m\rangle$. From $n_z=-\tfrac12(L_-n_+-n_+L_-)$,

$$a_m=-\tfrac12\left[\sqrt{(l+m+1)(l-m)}\,d_m-\sqrt{(l-1+m)(l-m)}\,d_{m-1}\right].$$

Inserting $d_m$ and $d_{m-1}=K\sqrt{(l+m-1)(l+m)}$ gives

$$a_m=-\tfrac K2\sqrt{(l-m)(l+m)}\,[(l+m+1)-(l+m-1)]=-K\sqrt{l^2-m^2}.$$

**The elements of $n_-$.** From $n_-=L_-n_z-n_zL_-$,

$$\langle l,m-1|n_-|l-1,m\rangle=\sqrt{(l+m)(l-m+1)}\,a_m-\sqrt{(l-1+m)(l-m)}\,a_{m-1}.$$

With $a_{m-1}=-K\sqrt{(l-m+1)(l+m-1)}$ this is

$$-K\sqrt{(l-m)(l-m+1)}\,[(l+m)-(l+m-1)]=-K\sqrt{(l-m)(l-m+1)} .$$

These elements raise $l-1$ to $l$. Replacing $l$ by $l+1$ gives the elements that start from $l$. The downward elements are adjoints: $n_z$ is real and $n_+^\dagger=n_-$, so for example $\langle l-1,m+1|n_+|l,m\rangle=\langle l,m|n_-|l-1,m+1\rangle=-K\sqrt{(l-m)(l-m-1)}$. The full set is

$$\langle l+1,m|\cos\theta|l,m\rangle=\sqrt{\frac{(l+1)^2-m^2}{(2l+1)(2l+3)}},$$
$$\langle l-1,m|\cos\theta|l,m\rangle=\sqrt{\frac{l^2-m^2}{(2l-1)(2l+1)}},$$
$$\langle l+1,m\pm1|\sin\theta e^{\pm i\phi}|l,m\rangle=\mp\sqrt{\frac{(l\pm m+1)(l\pm m+2)}{(2l+1)(2l+3)}},$$
$$\langle l-1,m\pm1|\sin\theta e^{\pm i\phi}|l,m\rangle=\pm\sqrt{\frac{(l\mp m)(l\mp m-1)}{(2l-1)(2l+1)}} .$$

The downward formulas apply for $l\ge1$. As a check of signs, $l=m=1$ gives $\langle2,0|n_-|1,1\rangle=+\sqrt{2/15}=0.3651$ and $\langle0,0|n_-|1,1\rangle=-\sqrt{2/3}=-0.8165$, in agreement with direct integration over the sphere.

**The sum of squares.** For $l'=l-1$,

$$S=\frac{l^2-m^2+\tfrac12[(l-m)(l-m-1)+(l+m)(l+m-1)]}{(2l-1)(2l+1)} .$$

The half-bracket equals $l^2+m^2-l$. The $m^2$ terms cancel and the numerator is $2l^2-l=l(2l-1)$. For $l'=l+1$, the corresponding half-bracket is

$$\tfrac12[(l+m+1)(l+m+2)+(l-m+1)(l-m+2)]=(l+1)^2+m^2+(l+1).$$

Added to $(l+1)^2-m^2$ it gives $(l+1)(2l+3)$. Therefore

$$S_{l\to l-1}=\frac{l}{2l+1},\qquad S_{l\to l+1}=\frac{l+1}{2l+1}. \tag{3}$$

The cancellation has a direct reading. A larger $|m|$ weakens the $z$ component of the dipole and strengthens the transverse components by the same total amount.

Equation (3) also covers a superposition $\sum_mb_m|nlm\rangle$. Cross terms between two different values of $m$ would need the same component, $n_z$, $n_+$ or $n_-$, to lead from both to the same $m'$. That is impossible, since each component changes $m$ by a fixed amount.

Inserting (3) in (1) gives, for $l'=l\pm1$,

$$\Gamma_{nlm\to n'l'}=\frac43\,\alpha^3\omega^3\,\frac{\max(l,l')}{2l+1}\,R^2 . \tag{4}$$

No term contains $m$, so the sum over all lower levels is independent of $m$ as well.

## Second derivation: the length of a gradient

Let $Y$ now be any normalized combination of the $Y_{lm}$ with one $l$, and let $P=r^lY$. By equation (2), the part of $n_iY$ with angular momentum $l-1$ is $\partial_iP/(2l+1)$ on the unit sphere. Summing squared overlaps with all $Y_{l-1,m'}$ gives the squared norm of that part, so

$$S_{l\to l-1}=\frac1{(2l+1)^2}\int|\nabla P|^2\,d\Omega .$$

Since $P$ and $P^*$ are harmonic, the product rule leaves $\nabla^2|P|^2=2|\nabla P|^2$. The function $F=|P|^2$ is homogeneous of degree $2l$. At $r=1$ the radial part of its Laplacian is $2l(2l+1)F$. The angular part, $-L^2F$, integrates to zero because $L^2$ is Hermitian and annihilates a constant. Thus

$$2\int|\nabla P|^2d\Omega=2l(2l+1)\int|Y|^2d\Omega=2l(2l+1),$$

and $S_{l\to l-1}=l(2l+1)/(2l+1)^2=l/(2l+1)$.

The other weight needs no new integral. Because $\sum_in_i^2=1$, the functions $n_iY$ have total squared norm one. Their two parts are orthogonal, so $S_{l\to l+1}=1-l/(2l+1)=(l+1)/(2l+1)$. This is (3) again, for every orientation and every superposition at once.

For an $s$ state the gradient vanishes and all the weight goes to $l'=1$. For large $l$ both weights approach one half.

## The decay of 4p

The lower levels open to $4p$ are $1s$, $2s$, $3s$ and $3d$. In this model $4s$ and $4d$ have the same energy as $4p$, so $\omega=0$ and they contribute nothing.

For $1s$ the radial integral can be done by hand. The normalized functions are $u_{1s}=2re^{-r}$ and $u_{4p}=\frac{\sqrt{15}}{48}r^2\left(1-\frac r4+\frac{r^2}{80}\right)e^{-r/4}$. With $s=4/5$ and $\int_0^\infty r^ke^{-r/s}dr=k!\,s^{k+1}$,

$$R=\frac{\sqrt{15}}{24}\,s^5(24-30s+9s^2)=\frac{\sqrt{15}}{24}(0.32768)(5.76)=0.3046 .$$

The photon energy is $\tfrac12-\tfrac1{32}=0.46875$ hartree and the angular weight is $1/3$, so

$$\Gamma_{1s}=\tfrac43(0.0072974)^3(0.46875)^3\,\tfrac13\,(0.3046)^2=1.650\times10^{-9}$$

per atomic unit of time. The same formula, with weight $2/3$ for $3d$, gives the other rows.

| final level | $\omega$ (hartree) | $R$ (bohr) | rate ($10^{-9}$ per a.u. of time) |
|---|---|---|---|
| $1s$ | 0.46875 | 0.3046 | 1.6503 |
| $2s$ | 0.09375 | 1.2823 | 0.2340 |
| $3s$ | 0.02431 | 5.4693 | 0.0742 |
| $3d$ | 0.02431 | 1.3023 | 0.0084 |

The $1s$ channel has the smallest radial integral but the largest rate. Compared with $2s$, its photon energy is five times larger, a factor 125 in $\omega^3$, while $R^2$ is smaller by a factor 17.7. The quotient is 7.1, the ratio of the two rates.

The sum is $1.967\times10^{-9}$ per atomic unit of time, or $8.13\times10^7\ \mathrm{s^{-1}}$, a lifetime of 12.3 ns. Summing over final states, polarizations and photon directions separately for $m=-1,0,1$ gives the same total to all nine printed digits. The model leaves out nuclear motion, spin and relativistic corrections.

How the weight is shared among the components does change with $m$. For $4p\to3d$ the shares of $n_z$, $n_+$ and $n_-$, with the factor one half included for the last two, are

- $m=0$: $0.2667+0.2000+0.2000=0.6667$;
- $m=1$: $0.2000+0.4000+0.0667=0.6667$.

These shares determine the radiation pattern. Along $z$ only the transverse components radiate. Dividing $d\Gamma/d\Omega$ by the isotropic value $\Gamma/4\pi$ gives, for one channel, $\tfrac32$ times the transverse fraction of $S$.

For $m=0$ the $s$ channels have no transverse part. The $3d$ channel has the fraction $0.4/0.6667=0.6$, hence $0.9$ times isotropic, but it carries only 0.43% of the decay. The product, 0.0039, is the faint light along $z$. For $m=\pm1$ the emission is 1.498 times isotropic along $z$ and 0.751 times along $x$. Averaged over the three $m$ values, the figure along $z$ is $(2\times1.49808+0.00385)/3=1.000$: an equal mixture of the three states shows no preference between the axes.

These directional figures belong to the spinless model. In real hydrogen the $4p$ spin-orbit splitting, $2.1\times10^{-7}$ hartree, is about 100 times the decay width, so the orbital $m$ values mix long before the atom decays. For unpolarized spin, and leaving out hyperfine structure, the emission along $z$ averaged over the decay is then 0.67 times isotropic for $m=0$ and 1.17 times for $m=\pm1$. As long as $\omega$ and $R$ are taken as common to both fine-structure levels, the total rate is not affected by this mixing, because (3) holds for every superposition of the $m$ states.

## The limit of large circular orbits

A state with $l=n-1$ can decay only to $n'=n-1$, $l'=n-2$. For large $n$, $\omega\to n^{-3}$ and the angular weight tends to $\tfrac12$. The density $u^2\propto r^{2n}e^{-2r/n}$ peaks at $n^2$ with a width of order $n^{3/2}$. This is small compared with $n^2$ but large compared with the shift of about $2n$ between neighbouring states, so $R\to n^2$. The radiated power is then

$$\omega\Gamma\to\tfrac43\alpha^3n^{-12}\cdot\tfrac12\cdot n^4=\tfrac23\alpha^3n^{-8}.$$

A classical electron on a circle of radius $n^2$ has acceleration $n^{-4}$, and Larmor's formula $\tfrac23\alpha^3a^2$ gives the same power. The computed ratio of quantum to classical power is 1.301, 1.025 and 1.0025 for $n=10$, 100 and 1000. This checks the prefactor of (4), which the angular algebra cannot do.

## What each derivation assumes

Both derivations use the splitting (2), and both give a statement about lifetimes only through (1). That step requires a common $\omega$ and a common $R$ for all $m$ and $m'$, and a sum over all final $m'$, photon directions and polarizations. The Coulomb potential enters only through $\omega$ and $R$, so the result holds for a spinless electron in any central potential.

The first derivation further assumes a quantization axis and a phase convention. The signs of the elements depend on that convention, while their squares do not. In return it gives every element separately. The squares fix the radiation pattern of a state with definite $m$; for a superposition of different $m$ the relative signs matter as well.

The second assumes neither axis nor phases. It uses harmonicity, homogeneity and $\sum_in_i^2=1$. It shows why the orientation cannot matter. As carried out above it yields only the sum, because the integral of $|\nabla P|^2$ was found without its separate terms. Those terms, the integrals of $|\partial_iP|^2$, would have to be worked out one by one to learn how the components share the weight for $l'=l-1$.

The difference matters when the $m$ levels are split. Suppose each unit of $m$ raises the energy by $\beta=10^{-4}$ hartree, a chosen value, while the orbitals stay unchanged. The photon energy becomes $\omega+\beta(m-m')$, which can no longer be taken out of the sum over $m'$. The summed weight (3) is then not enough. The shares of the separate components are needed, and the elements of the first derivation supply them.

To first order, each channel changes by the fraction $3\beta\langle m-m'\rangle/\omega$, where the average uses the shares above. For $m=1$ it is $+1$ for the $s$ levels and $(0.0667-0.4000)/0.6667=-0.5$ for $3d$. Weighted with the partial rates,

$$\frac{\Delta\Gamma}{\Gamma}\approx\frac{3\times10^{-4}}{1.967}\left(\frac{1.6503}{0.46875}+\frac{0.2340}{0.09375}+\frac{0.0742}{0.02431}-\frac{0.5\times0.0084}{0.02431}\right)=0.00136 .$$

The full sums over the four channels of the table, listed in the numerical output, give $+0.00136$ for $m=1$ and $-0.00135$ for $m=-1$, relative to the unsplit rate. The splitting also opens decay to $4s$ and $4d$, but this adds less than $10^{-7}$ of the rate and is left out. For $m=0$ the first-order changes cancel between $m'=1$ and $m'=-1$. The three lifetimes are then no longer equal.

This example isolates the effect of the shifted photon energies and does not describe hydrogen in a magnetic field. A field giving this $\beta$ would be about 47 T, and its diamagnetic term would mix the degenerate $4p$ and $4f$ levels, so the orbitals would not stay unchanged. In the spinless model the mostly-$p$ state would then decay at about 0.95 times the $4p$ rate for $m=1$ and 0.72 times for $m=0$, a far larger change than the one computed here.

## Computed values

```
largest error of angular formulas, l <= 4: 1.6e-15
angular elements from l=1 by quadrature (dimensionless):
  <0,0|cos|1,0> = 0.577350
  <2,0|cos|1,0> = 0.516398
  <2,1|sin e+|1,0> = -0.632456
  <2,-1|sin e-|1,0> = 0.632456
  <0,0|sin e-|1,1> = -0.816497
  <2,1|cos|1,1> = 0.447214
  <2,2|sin e+|1,1> = -0.894427
  <2,0|sin e-|1,1> = 0.365148
shares |cos|^2, |sin e+|^2/2, |sin e-|^2/2, sum:
  l=1 to 0, m=-1: 0.000000 0.333333 0.000000 0.333333
  l=1 to 0, m=+0: 0.333333 0.000000 0.000000 0.333333
  l=1 to 0, m=+1: 0.000000 0.000000 0.333333 0.333333
  l=1 to 2, m=-1: 0.200000 0.066667 0.400000 0.666667
  l=1 to 2, m=+0: 0.266667 0.200000 0.200000 0.666667
  l=1 to 2, m=+1: 0.200000 0.400000 0.066667 0.666667
fine-structure constant: 0.007297353
4p to: photon energy (hartree), R (bohr), rate (1/a.u. time)
  1s: 0.468750 0.304584 1.650254e-09
  2s: 0.093750 1.282277 2.339866e-10
  3s: 0.024306 5.469336 7.418213e-11
  3d: 0.024306 1.302254 8.411073e-12
total 4p rate, m=-1: 1.96683425e-09 1/a.u. time
total 4p rate, m=+0: 1.96683425e-09 1/a.u. time
total 4p rate, m=+1: 1.96683425e-09 1/a.u. time
atomic unit of time: 2.418884e-17 s
total 4p rate: 8.13116e+07 1/s
4p lifetime: 12.2984 ns
emission per solid angle / isotropic value, along z and x:
  m=-1: 1.49808 0.75096
  m=+0: 0.00385 1.49808
  m=+1: 1.49808 0.75096
chosen splitting per unit m: 1.0e-04 hartree
  split total / unsplit, m=-1: 0.998646
  split total / unsplit, m=+0: 1.000000
  split total / unsplit, m=+1: 1.001359
circular n=10: quantum/Larmor power = 1.301317
circular n=100: quantum/Larmor power = 1.025444
circular n=1000: quantum/Larmor power = 1.002504
```
